Why Reversible Chemisorption Makes Growth per Cycle Fall with Purge Time

**1. What goes wrong**

Suppose a deposition recipe is tuned by lengthening the precursor pulse until the growth per cycle stops rising. The surface is then taken to be full, and the purge that follows is taken to be harmless: it removes vapour, so a longer purge should be a safer one. If the precursor can leave the surface again, this reasoning fails. In the example used below, changing the purge from 5 s to 10 s changes the growth from 0.0597 to 0.0362 nm per cycle. A thousand cycles then give 36 nm instead of 60 nm, although the pulse is saturated in both cases.

The loss has a simple cause. During the pulse, molecules that desorb are replaced from the vapour. During the purge they are not. Two rates, one for adsorption and one for desorption, describe both situations. The co-reactant step adds a third rate, whose effect can be separated from the purge dependence.

**2. The model and its conventions**

Let θ be the fraction of surface sites occupied by precursor molecules, and let a prime denote a time derivative. The rates are

a = adsorption rate per empty site during the pulse,
d = desorption rate per occupied site,
r = conversion rate per occupied site during the co-reactant step.

All three are in s⁻¹. The pulse lasts t_A and the purge after it lasts t_P. If every site were converted, the growth per cycle would be G_s.

Sites are equivalent and independent. The vapour is switched off sharply at the end of the pulse, and desorbed molecules are pumped away without returning; section 9 relaxes the second condition. The co-reactant step is long enough to empty every site of precursor, its film product is permanent, and it restores the sites for the next cycle. Each pulse therefore starts from θ = 0.

Desorption is first order: a molecule leaves without needing a partner. This suits a molecule that adsorbs and desorbs intact. If adsorption released a by-product that has been swept away, the reverse reaction needs that by-product back, and a constant d does not describe it.

The numerical example uses round model parameters: G_s = 0.100 nm, a = 20 s⁻¹, r = 10 s⁻¹ and t_A = 0.5 s. The desorption rate follows from an attempt frequency ν = 10¹³ s⁻¹ and a barrier E = 1.25 eV at T = 450 K:

d = ν exp(−E/k_BT) = 0.100 s⁻¹.

An adsorbed molecule stays for a mean time 1/d = 10 s.

**3. First contribution: the pulse**

Empty sites fill at rate a and occupied sites empty at rate d, so

θ′ = a(1 − θ) − d·θ = a − (a + d)θ.

Setting θ′ = 0 gives the balance coverage

θ_eq = a/(a + d).

The difference u = θ − θ_eq obeys u′ = −(a + d)u, because the constant terms cancel. It starts at u = −θ_eq, so u = −θ_eq exp[−(a + d)t]. At the end of the pulse

θ_A = [a/(a + d)]·{1 − exp[−(a + d)t_A]}.

The coverage saturates with pulse time even though adsorption is reversible. Saturation means that gain and loss balance; it does not mean that loss is absent. For a short pulse, (a + d)t_A ≪ 1, the coverage is approximately a·t_A and desorption has not yet had time to matter.

In the example (a + d)t_A = 20.1 × 0.5 ≈ 10, so the exponential is below 10⁻⁴. The coverage is 20/20.1 = 0.995. Reversibility costs half a percent of a full layer here, which would be hard to notice.

**4. Second contribution: the purge**

Removing the vapour sets the gain term to zero and leaves the loss term as it was:

θ′ = −d·θ.

Starting from θ_A, the coverage at the end of the purge is

θ_P = θ_A exp(−d·t_P).

The desorption rate has not increased. What has changed is that its effect is no longer compensated. For d·t_P ≪ 1 the fraction lost is approximately d·t_P. For a purge equal to the mean stay, 1/d, only 37% of the molecules remain.

**5. Third contribution: the co-reactant**

When the co-reactant arrives, each remaining molecule can still desorb before it is converted. With F the number of converted molecules per site,

θ′ = −(r + d)θ,
F′ = r·θ.

Eliminating θ between these equations gives

F′ = −[r/(r + d)]θ′.

Over a long co-reactant step θ falls from θ_P to zero, so integration gives

F = [r/(r + d)]·θ_P.

The factor r/(r + d) is the probability that conversion wins the race against desorption. It tends to 1 for r ≫ d. In the example it is 10/10.1 = 0.990, a loss of one percent.

Multiplying F by G_s and inserting θ_P and θ_A gives the growth per cycle:

G = G_s·[a/(a + d)]·{1 − exp[−(a + d)t_A]}·exp(−d·t_P)·r/(r + d).

The purge time enters through one factor. If d → 0 at fixed t_P, that factor becomes 1 and G = G_s[1 − exp(−a·t_A)], the irreversible result with no purge dependence.

**6. Weighing the three contributions**

For a saturated pulse the braces are 1. Taking the logarithm turns the product into a sum:

−ln(G/G_s) = ln(1 + d/a) + ln(1 + d/r) + d·t_P.

Here a/(a + d) has been written as 1/(1 + d/a), and likewise for r. If d is small compared with a and r, ln(1 + x) ≈ x gives

−ln(G/G_s) ≈ d·(1/a + 1/r + t_P).

Each contribution is the desorption rate multiplied by a time: the time to fill a site, the time to convert a molecule, and the time spent waiting between the two. For a 10 s purge these times are 0.05, 0.1 and 10 s. The waiting time is a hundred times the conversion time and two hundred times the filling time. This is why a desorption rate too small to disturb the pulse can still dominate the purge.

With d = 0.100 s⁻¹ the sum is 0.100 × 10.15 ≈ 1.02, so G is about 0.36 G_s. The full formula gives the following values.

Purge 0 s: 0.0985 nm per cycle
Purge 1 s: 0.0891 nm per cycle
Purge 5 s: 0.0597 nm per cycle
Purge 10 s: 0.0362 nm per cycle
Purge 20 s: 0.0133 nm per cycle
Purge 40 s: 0.0018 nm per cycle

The zero-purge entry is a limit of the formula, not a usable recipe: a real purge must last long enough to keep precursor vapour and co-reactant apart.

The missing growth can be traced to the molecules that left. During the purge θ_A − θ_P molecules per site desorb. The same number of molecules, if present when the co-reactant arrived, would on average have yielded film in a fraction r/(r + d) of cases. Hence

G(0) − G(t_P) = G_s·[r/(r + d)]·(θ_A − θ_P).

For the 10 s purge, the retained fraction is 0.3674, so 0.995 × (1 − 0.3674) = 0.629 molecules per site desorb. Multiplication by 0.990 and by 0.100 nm gives 0.0623 nm. This is the difference between 0.0985 and 0.0362 nm. The capture factor belongs in this account because some of the departed molecules would have been lost in the co-reactant step anyway.

**7. What a measurement can separate**

Take two purge times t_1 and t_2 with everything else unchanged. All factors except the purge factor cancel in the ratio:

G_1/G_2 = exp[−d(t_1 − t_2)] = exp[d(t_2 − t_1)].

Therefore

d = ln(G_1/G_2)/(t_2 − t_1).

Neither G_s, a, t_A nor r needs to be known. From the entries at 5 and 10 s, ln(0.0597/0.0362)/5 s = 0.100 s⁻¹, the rate that was put in.

Varying the pulse gives different information. At a fixed purge of 10 s, pulses of 0.10, 0.25, 0.50 and 1.00 s give 0.0313, 0.0360, 0.0362 and 0.0362 nm per cycle. The curve is flat beyond 0.5 s, yet its plateau is 37% of the zero-purge growth. The purge factor multiplies every point of the curve equally, so it changes the height and leaves the shape alone. Saturation in a pulse-time test at one purge time therefore says nothing about the loss; the height of the plateau would show it only if G_s were known independently and the factors a/(a + d) and r/(r + d) were known or close to 1.

Temperature acts through d. The purge that costs a fraction f of the zero-purge growth satisfies 1 − f = exp(−d·t_f), so

t_f = −ln(1 − f)/d.

For f = 0.05 the numerator is 0.0513. With a and r held fixed, the example gives

430 K: d = 0.022 s⁻¹, t_f = 2.3 s
450 K: d = 0.100 s⁻¹, t_f = 0.51 s
470 K: d = 0.395 s⁻¹, t_f = 0.13 s

Heating by 20 K from 450 K raises d by a factor of 3.9 and shortens the allowed purge by the same factor. After a fixed purge of 5 s, the retained fractions at the three temperatures are 0.89, 0.61 and 0.14. The sensitivity is strong because the barrier is large compared with the thermal energy: E/k_BT is about 32 at 450 K, so a temperature rise of only 4.4% multiplies the exponent d·t_P by almost four. If clearing the vapour takes longer than t_f, the two requirements may conflict at that temperature. Lingering vapour refills some sites and delays the loss, so t_f, which assumes a sharp switch-off, is then only a guide.

**8. A competing contribution: molecules that lock in**

The growth falls towards zero in the model above because every adsorbed molecule remains able to desorb. Suppose instead that a reversible molecule can also change into a permanently bound form, at rate c. Let R and I be the coverages of the reversible and irreversible forms. During the purge

R′ = −(c + d)R,
I′ = c·R.

The first equation gives R = R_0 exp[−(c + d)t]. As in section 5, I′ = −[c/(c + d)]R′, so

I = I_0 + [c/(c + d)]·(R_0 − R).

Adding R, and using 1 − c/(c + d) = d/(c + d), gives the total retained coverage:

R + I = I_0 + R_0·{c + d·exp[−(c + d)t_P]}/(c + d).

With a fast co-reactant, all of this coverage becomes film. The growth now falls to a plateau proportional to I_0 + R_0·c/(c + d). If c ≫ d, almost every molecule locks in before it can leave, and the purge dependence is weak. If c ≪ d and I_0 = 0, the plateau is close to zero, and the earlier result is a good approximation while the coverage is still many times the plateau value.

Take c = 0.05 s⁻¹, with all molecules reversible when the purge starts. The plateau is 0.05/0.15 = 0.33 of the initial coverage. The retained fractions after 5, 10, 20 and 40 s are 0.65, 0.48, 0.37 and 0.33. Without locking in, the values at 10 and 40 s would be 0.37 and 0.02.

Two different rates can be read from such a curve. Its initial slope is −d·R_0, because locking in does not change the total coverage. Its approach to the plateau has the rate c + d = 0.15 s⁻¹, because both processes deplete the reversible form. Fitting the approach and calling its rate d would overestimate desorption by half in this example.

Locking in also proceeds during the pulse, so R_0 and I_0 generally depend on pulse time. The simple product formula of section 5 does not apply when this channel is significant.

**9. A second competing contribution: molecules that return**

A desorbed molecule may strike the surface again before it is pumped away. Consider a well-mixed chamber containing N sites and n gas molecules. Each gas molecule is pumped out at rate 1/τ and would stick to a bare surface at rate s. On a partly covered surface the sticking rate is s(1 − θ). Then

N·θ′ = −N·d·θ + s·n(1 − θ),
n′ = N·d·θ − s·n(1 − θ) − n/τ.

If the gas adjusts much faster than the coverage, d·τ ≪ 1, its small accumulation term n′ can be neglected. With κ = s·τ, the second equation gives

n = N·d·τ·θ/[1 + κ(1 − θ)].

Inserting this into the first equation and dividing by N gives

θ′ = −d·θ·{1 − κ(1 − θ)/[1 + κ(1 − θ)]}
= −d·θ/[1 + κ(1 − θ)].

The denominator measures recapture. A full surface has no room for returning molecules, so it starts to empty at rate d. As sites open, recapture becomes possible and the fractional decay rate falls towards d/(1 + κ). For κ ≪ 1 the simple exponential is a good approximation as long as κ·d·t is also small. A small κ cannot be taken for granted. During the pulse a = s·n_A/N, with n_A the number of gas molecules then present, so κ = a·τ·N/n_A. Take a = 20 s⁻¹, 5×10¹⁸ sites per m², 20 m² of adsorbing surface per m³ of gas and 450 K. Residence times of 0.05 to 0.5 s then give κ = 0.06 to 0.6 at a precursor pressure of 10 Pa, and ten times more at 1 Pa. The no-return results of sections 3 to 7 apply only at the low end of this range.

To obtain the coverage, multiply by the denominator and divide by θ:

[(1 + κ)/θ − κ]·θ′ = −d.

The left side is the time derivative of (1 + κ)ln θ − κθ. Integrating from θ_0 at the start of the purge gives

d·t = (1 + κ)ln(θ_0/θ) − κ(θ_0 − θ).

For κ = 1, τ = 0.01 s and θ_0 = 0.995, numerical integration of the two coupled equations by an implicit Runge–Kutta method gives coverages of 0.46 after 10 s and 0.085 after 40 s. Without return they would be 0.37 and 0.018. The late decay rate is 0.050 s⁻¹, half of d. The two-point formula of section 7, applied to this late part, would therefore underestimate the desorption rate by a factor of two.

**10. Reading a purge curve**

The two competing contributions both retain more film than simple desorption, and both make a plot of ln G against purge time flatten. Their late behaviour differs. Locking in leads to a constant growth, with zero final slope. Readsorption leads to a smaller but nonzero slope, −d/(1 + κ), and the growth still tends to zero. A curve that ends too early may not distinguish them.

Pumping provides another distinction within these models. Shortening the gas residence time τ lowers κ and steepens the readsorption curve towards exp(−d·t_P). It leaves c/(c + d) unchanged. A straight line in ln G, with a slope that does not respond to pumping, is what the simple model predicts. Within these models its slope is an estimate of −d if the line stays straight until most of the growth is lost, and if the purge times used are long enough for the original vapour to have gone. Over a short range of purge times, a partly locked-in layer also gives a nearly straight line, but with a smaller slope. Even over a longer range, slight curvature can hide in the scatter of the data. For c = 0.2·d and I_0 = 0, a straight line fitted to ln G until 70% of the growth is lost stays within 7% of the growth curve, yet its slope is about 20% too small.

Numerical values quoted here were computed with a short program.
